# Angular structure of PAW nonlocal strengths at spherical and cubic sites, part 1

(Sections cited here and not found follow in the second part.)

A transition-metal ion in a crystal keeps much of its 3d charge close to the nucleus, inside the augmentation sphere where the projector augmented-wave method replaces the true wave functions by smooth ones. The part of the crystal field that acts on this charge cannot be carried by the smooth potential alone. It enters the Hamiltonian \( \tilde H = T+\tilde v+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j| \) through the nonlocal strengths \(D_{ij}\), and the question is which elements survive for a given site symmetry. For a spherical site \(D_{ij}\) is diagonal in \(l\) and \(m\) and independent of \(m\), but not diagonal in the radial channel. For a cubic site each d-d block, measured from its mean, takes the values \(3\kappa\) on \(e_g\) and \(-2\kappa\) on \(t_{2g}\); the matrix then need not be diagonal in \(l\) (p-f elements appear, and p-d elements at tetrahedral sites), and eigenvalue shifts measured from the level without the \(L=4\) field keep this ratio only to first order in the field.

The algebra is in atomic units. The partial waves are \(\phi_i=R_iY_{l_im_i}\) and \(\tilde\phi_i=\tilde R_iY_{l_im_i}\), with \(i=(n,l,m)\), radial parts depending on \((n,l)\), and real orthonormal harmonics referred to the cube axes. At and beyond \(r_c\) the two agree, with matching slope. Densities count electrons, so the nucleus enters as \(-Z\). The potential is taken to be multiplicative (LDA is used for the numbers), without spin-orbit coupling; for collinear spin the argument applies to each spin. With occupancies \(\rho_{ij}\) the one-centre densities are \(n^1=\sum\rho_{ij}\phi_i\phi_j\) and \(\tilde n^1=\sum\rho_{ij}\tilde\phi_i\tilde\phi_j\), and \(n_c,\tilde n_c\) are the spherical core and pseudo-core densities. The product of two harmonics is expanded with Gaunt coefficients,
\[ Y_{l_im_i}Y_{l_jm_j}=\sum_{LM}G^{LM}_{ij}Y_{LM},\qquad G^{LM}_{ij}=\int Y_{l_im_i}Y_{l_jm_j}Y_{LM}\,d\Omega . \]
The product \(r^{l_i+l_j}Y_{l_im_i}Y_{l_jm_j}\) is a homogeneous polynomial of degree \(l_i+l_j\), and such a polynomial is a sum of terms \(r^{2k}\) times a harmonic polynomial of degree \(l_i+l_j-2k\). Hence \(L\le l_i+l_j\) with \(l_i+l_j+L\) even. The integral is symmetric in its three factors, so also \(l_i\le l_j+L\) and \(l_j\le l_i+L\), that is \(L\ge|l_i-l_j|\).

The compensation charge restores the multipoles lost in pseudization. It is \(\hat n=\sum\rho_{ij}\hat Q_{ij}\) plus a fixed \(L=0\) term for core and nucleus, with
\[ \hat Q_{ij}=\sum_{LM}G^{LM}_{ij}\,q^L_{ij}\,g_L(r)Y_{LM},\qquad q^L_{ij}=\int_0^{r_c}r^{L+2}\,(R_iR_j-\tilde R_i\tilde R_j)\,dr , \]
where \(g_L\) vanishes beyond \(r_c\) and \(\int g_Lr^{L+2}dr=1\). Then \(\hat Q_{ij}\) and \(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\) have the same moment \(G^{LM}_{ij}q^L_{ij}\) against \(r^LY_{LM}\). In the convention used here \(\hat n\) is kept out of exchange and correlation, and the spherical zero potential of the dataset, which contributes to \(L=0\) alone, is set to zero. With \((a|a)\) the Coulomb integral of a density with itself, the energy is \(E=\tilde E+E^1-\tilde E^1\), where
\[ \tilde E=\tilde T+\tfrac12(\tilde N|\tilde N)+\int v_{\rm ext}\tilde N+E_{xc}[\tilde n+\tilde n_c],\qquad \tilde N=\tilde n+\tilde n_c+\hat n , \]
\[ E^1=\sum\rho_{ij}T_{ij}+\tfrac12(N^1|N^1)-Z\!\int\!\frac{N^1}{r}+E_{xc}[N^1],\qquad N^1=n^1+n_c , \]
\[ \tilde E^1=\sum\rho_{ij}\tilde T_{ij}+\tfrac12(\tilde N^1|\tilde N^1)+E_{xc}[\tilde n^1+\tilde n_c],\qquad \tilde N^1=\tilde n^1+\tilde n_c+\hat n . \]
One-centre integrals run over the sphere, and \(v_{\rm ext}\) comes from charges outside it. The strengths are \(D_{ij}=\partial E/\partial\rho_{ij}\) at fixed \(\tilde n\). In \(\tilde E\) the occupancies then act through \(\hat n\) alone, giving \(\int\tilde v_H\hat Q_{ij}\), where \(\tilde v_H\) is the Coulomb potential of \(\tilde N\) plus \(v_{\rm ext}\). In \(E^1\) the derivative of \(N^1\) is \(\phi_i\phi_j\), which multiplies \(v^1=v^1_H+v_{xc}[N^1]\), with \(-Z/r\) included in \(v_H^1\). In \(\tilde E^1\) the Coulomb potential \(\tilde v_H^1\) of \(\tilde N^1\) multiplies \(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}\), while the xc potential multiplies \(\tilde\phi_i\tilde\phi_j\). With \(\tilde v^1=\tilde v^1_H+v_{xc}[\tilde n^1+\tilde n_c]\) and \(h=\tilde v_H-\tilde v_H^1\),
\[ D_{ij}=\Delta T_{ij}+\int v^1\phi_i\phi_j-\int\tilde v^1\tilde\phi_i\tilde\phi_j+\int h\,\hat Q_{ij},\qquad \Delta T_{ij}=T_{ij}-\tilde T_{ij}. \]

This expression has a direct reading when the partial waves represent the states completely in the sphere, so that \(\tilde n=\tilde n^1\) and \(n=n^1\) there. The sources of \(h\) then lie outside, and inside \(h=\sum \eta_{LM}r^LY_{LM}\) with constant \(\eta_{LM}\). Matching moments give \(\int h\hat Q_{ij}=\sum \eta_{LM}G^{LM}_{ij}q^L_{ij}=\int h\,(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\). The smooth potential in the sphere is \(\tilde v=\tilde v^1+h\), since the xc densities coincide. The all-electron and smooth charges differ by the confined distribution \(N^1-Z\delta-\tilde N^1\) (the corresponding differences on other sites have no multipoles and no field here), so the all-electron potential is \(v=\tilde v+v^1-\tilde v^1=v^1+h\). Therefore
\[ D_{ij}=\langle\phi_i|T+v|\phi_j\rangle-\langle\tilde\phi_i|T+\tilde v|\tilde\phi_j\rangle , \]
both taken over the sphere. The moment step needs \(\hat Q_{ij}\) up to \(L=l_i+l_j\), which is 4 for two d waves.

The kinetic term is \(T_{ij}=\tfrac12\int\nabla\phi_i\cdot\nabla\phi_j\); the surface term that separates this from \(-\tfrac12\int\phi_i\nabla^2\phi_j\) is the same for true and pseudo waves and cancels in \(\Delta T\). The gradient splits into orthogonal radial and angular parts, \(\nabla\phi=\hat r\,\partial_rR\,Y+(R/r)\nabla_\Omega Y\). Integration by parts on the closed unit sphere gives \(\int\nabla_\Omega Y_{lm}\cdot\nabla_\Omega Y_{l'm'}d\Omega=l(l+1)\delta_{ll'}\delta_{mm'}\), so
\[ T_{ij}=\delta_{ll'}\delta_{mm'}\,\tfrac12\int_0^{r_c}\big[r^2\,\partial_rR_i\,\partial_rR_j+l(l+1)R_iR_j\big]dr , \]
and likewise for \(\tilde T_{ij}\), in any environment. For the remaining terms each potential is expanded as \(v=\sum v_{LM}(r)Y_{LM}\). The angular integral of \(Y_{LM}\) with the two harmonics of the partial waves is \(G^{LM}_{ij}\), and in the last term orthonormality picks the \(LM\) component of \(\hat Q_{ij}\), which carries the same factor. Thus
\[ D_{ij}=\Delta T_{ij}+\sum_{LM}G^{LM}_{ij}W^{LM}_{ij}, \]
\[ W^{LM}_{ij}=\int_0^{r_c}r^2\big(v^1_{LM}R_iR_j-\tilde v^1_{LM}\tilde R_i\tilde R_j\big)dr+q^L_{ij}\int_0^{r_c}r^2g_Lh_{LM}\,dr . \]
All dependence on \(m_i\) and \(m_j\) sits in \(G\).

The Coulomb and xc functionals are unchanged by rotations and reflections, so a density invariant under an operation about the site yields potentials invariant under it. In a spherical environment, which includes equal occupation of the \(m\) states in each shell because \(\sum_mY_{lm}^2=(2l+1)/4\pi\), every potential has \(L=0\) alone. Since \(Y_{00}=1/\sqrt{4\pi}\), \(G^{00}_{ij}=\delta_{ll'}\delta_{mm'}/\sqrt{4\pi}\), and
\[ D_{nlm,n'l'm'}=\delta_{ll'}\delta_{mm'}\Big[\Delta T^l_{nn'}+\frac{W^{00}_{nl,n'l}}{\sqrt{4\pi}}\Big]. \]
The bracket does not contain \(m\). Nothing forces it to vanish for \(n\ne n'\), as the numbers will show. A constant \(c\) added to \(\tilde v_H\) has \(h_{00}=c\sqrt{4\pi}\) and shifts the bracket by \(c\,q^0_{nn'}\). The absolute size of \(D\) thus depends on the zero of energy. The \(L=0\) bracket adds equally to all \(m\) of a block, so the cubic ratio refers to deviations from the mean of the block.

The five cubic point groups \(O_h,O,T_d,T_h,T\) share the twofold rotations about \(x,y,z\) and the threefold rotation that permutes \(x\to y\to z\) cyclically. An invariant component of order \(L\) is a harmonic polynomial of degree \(L\) unchanged by these. A twofold rotation reverses two coordinates and multiplies \(x^ay^bz^c\) by \((-1)^{a+b}\), \((-1)^{b+c}\) or \((-1)^{a+c}\), so \(a,b,c\) must be all even or all odd. Degree 1 allows nothing. Degree 2 allows \(x^2,y^2,z^2\), whose cyclic invariant is \(r^2\), which is not harmonic, so \(L=2\) is absent. Degree 3 allows \(xyz\), which is odd under inversion and under the fourfold rotation \(x\to y,\ y\to-x\), so it survives in \(T_d\) and \(T\) and not in the other three groups. Degree 4 allows the cyclic sums \(A=x^4+y^4+z^4\) and \(B=x^2y^2+y^2z^2+z^2x^2\), or equivalently \(A\) and \(r^4=A+2B\). From \(\nabla^2A=12r^2\) and \(\nabla^2r^4=20r^2\), the single harmonic combination is \(A-\tfrac35r^4\), and it is invariant under all permutations and sign changes of the coordinates. The invariant counts in the numerical output agree with this derivation for each of the five groups. A d-d element admits \(L=0,2,4\) by the Gaunt rules, so at a cubic site it receives \(L=0\) and this one \(L=4\) function; the \(L=3\) and \(L\ge6\) parts of the potential may be present and do not contribute.

The angular integrals follow from averages of monomials over the unit sphere. For three independent unit Gaussian variables and even exponents, the mean of \(x^ay^bz^c\) factorizes into \((a-1)!!\,(b-1)!!\,(c-1)!!\). It also equals the angular average times the mean of \(r^N\), \(N=a+b+c\), and integration by parts of \(\int r^{N+2}e^{-r^2/2}dr\) gives \(\overline{r^N}=(N+1)\overline{r^{N-2}}=(N+1)!!\). Hence
\[ \langle x^ay^bz^c\rangle=\frac{(a-1)!!\,(b-1)!!\,(c-1)!!}{(N+1)!!}, \]
and the average is zero if an exponent is odd. For \(N=4\), \(\langle A\rangle=3\cdot3/15=3/5\). For \(N=8\) the denominator is 945, with numerators 105 for \(x^8\), 15 for \(x^6y^2\), 9 for \(x^4y^4\) and 3 for \(x^4y^2z^2\). Then \(\langle A^2\rangle=(3\cdot105+6\cdot9)/945=41/105\), and \(\langle(A-\tfrac35)^2\rangle=41/105-9/25=16/525\). The normalized cubic harmonic is
\[ K_4=c\,\big(A-\tfrac35\big),\qquad c=\sqrt{\frac{525}{16\cdot4\pi}}=\frac{5\sqrt{21}}{4\sqrt{4\pi}} , \]
positive along the cube axes and negative along the body diagonals.

The shape of the matrix \(\langle d_m|K_4|d_{m'}\rangle\) follows from symmetry. Under the three twofold rotations \(xy\), \(yz\) and \(xz\) have three different sign patterns, and \(3z^2-r^2\) and \(x^2-y^2\) are even under all. An invariant operator has no element between functions of different pattern, so the \(t_{2g}\) block is diagonal and decoupled from \(e_g\), and the cyclic permutation makes its three entries equal. On the \(e_g\) pair, which spans the traceless combinations of \(x^2,y^2,z^2\), the cyclic permutation is an orthogonal map of order three without a fixed vector, that is, a plane rotation by \(120^\circ\). The traceless part of a symmetric \(2\times2\) matrix turns by twice that angle and is invariant only if it vanishes, so the \(e_g\) block is a multiple of the unit matrix. One element of each kind suffices. For \(d_{xy}\), \(4\pi Y^2=15x^2y^2\), and
\[ \langle15x^2y^2A\rangle=15\,\frac{15+15+3}{945}=\frac{11}{21},\qquad \frac{11}{21}-\frac35=-\frac{8}{105}. \]
For \(d_{x^2-y^2}\), \(4\pi Y^2=\tfrac{15}{4}(x^4-2x^2y^2+y^4)\). With \(\langle x^4A\rangle=(105+9+9)/945=123/945\) and \(\langle x^2y^2A\rangle=33/945\),
\[ \frac{15}{4}\,\frac{2\cdot123-2\cdot33}{945}=\frac57,\qquad \frac57-\frac35=+\frac{12}{105}. \]
Multiplying by \(c\) gives \(\tfrac{12}{105}\cdot\tfrac{5\sqrt{21}}{4}=\tfrac{3}{\sqrt{21}}\) and \(-\tfrac{8}{105}\cdot\tfrac{5\sqrt{21}}{4}=-\tfrac{2}{\sqrt{21}}\), each divided by \(\sqrt{4\pi}\):
\[ \langle e_g|K_4|e_g\rangle=\frac{3}{\sqrt{84\pi}}=0.184674,\qquad\langle t_{2g}|K_4|t_{2g}\rangle=-\frac{2}{\sqrt{84\pi}}=-0.123116 . \]
The trace \(2\cdot3-3\cdot2\) vanishes, as it must because \(\sum_mY_{2m}^2\) is constant and \(K_4\) averages to zero. With \(W^4_{nn'}\) the radial integral \(W\) built from the \(K_4\) components \(v_4(r)=\int vK_4\,d\Omega\), each pair of d channels has
\[ D_{nm,n'm'}=\delta_{mm'}\big[\bar D_{nn'}+\gamma_m\kappa_{nn'}\big],\quad \bar D=\Delta T+\frac{W^{00}}{\sqrt{4\pi}},\quad\kappa=\frac{W^4}{\sqrt{84\pi}}, \]
with \(\gamma=3\) on \(e_g\) and \(\gamma=-2\) on \(t_{2g}\), so that \(D_{e_g}-D_{t_{2g}}=5\kappa\).

For local potentials, \(D_{ij}\) at a spherical site is diagonal in \(l\) and \(m\) and independent of \(m\), while at a cubic site each d-d block deviates from its mean by \(3\kappa\) on \(e_g\) and \(-2\kappa\) on \(t_{2g}\). What remains is to extend the symmetry argument to nonlocal terms, find the sources of \(\kappa\), check the result numerically for Ni\(^{2+}\), and treat lower symmetry and the shifts of the eigenvalues.
